# Relativistic Share of the Lead-Acid Voltage: Leading Estimate and First Correction

## 1. Definitions and conventions

The discharge reaction of the lead-acid cell is

$$\mathrm{Pb+PbO_2+2\,H_2SO_4\to 2\,PbSO_4+2\,H_2O}. \tag{1}$$

Two electrons pass through the outer circuit for each turn of (1). With $\Delta E$ the energy of the products minus that of the reactants, and with energies standing for free energies, the voltage is $V=-\Delta E/(2e)$, where $e>0$. The measured value is roughly 2.1 V.

"Nonrelativistic" means the limit $c\to\infty$ with the same nuclei, the same density functional and the same structures. For each substance let $R$ be $E_{\rm rel}-E_{\rm nonrel}$ minus the same difference for its S, O and H atoms taken as free atoms. The subtracted parts come mainly from inner shells and are not small, but the same atoms stand on both sides of (1), so they cancel in $\Delta E$. The relativistic part of the voltage is then

$$eV_{\rm rel}=\tfrac12\left[R(\mathrm{PbO_2})+R(\mathrm{Pb})-2R(\mathrm{PbSO_4})\right]. \tag{2}$$

With this definition the terms of sulfuric acid and water contain only the relativistic change of bonding among light atoms. They are dropped, and the similar change inside the sulfate ions of PbSO$_4$ is left out of the estimate of $R(\mathrm{PbSO_4})$ as well. The assumption is that these parts, which enter the voltage with opposite signs, largely cancel. Relativistic changes of structure and of solvation are neglected as well.

Four energies carry the estimate:

- $\delta_s>0$ is the relativistic lowering of the 6s level of a lead site.
- $L$ is the relativistic lowering of the mean energy of the empty 6s band of PbO$_2$.
- $R_p$ is the relativistic rise of the 6p level, averaged over its six spin-orbital states.
- $G_{\rm so}$ is the spin–orbit energy gain per electron in the 6p band of lead metal.

Level energies are in eV; an energy of 1 eV per transferred electron corresponds to 1 V.

## 2. Which electrons move

Lead metal has the valence configuration $6s^26p^2$. Lead in PbSO$_4$ is Pb(II), with the lone pair $6s^2$. In PbO$_2$ it is formally Pb(IV), with an empty 6s shell. Discharge takes two 6p electrons from the metal and puts two electrons into the empty 6s band of the oxide.

The voltage per electron is the donor energy minus the acceptor energy, plus terms taken to be nonrelativistic. Lowering the acceptor raises the voltage, and so does raising the donor:

$$eV_{\rm rel}\simeq L+R_p-G_{\rm so}. \tag{3}$$

The last term is negative because spin–orbit coupling stabilizes the donor electrons. The 6s pair of the metal atom is full before and after the reaction, so it makes no separate entry; its response to the loss of the 6p electrons is contained in $R_p$, as Section 5 shows.

The empty band is not a pure 6s band. It is an antibonding mixture of Pb 6s and O 2p, and it follows only part of the 6s shift. The main task is to find that part.

## 3. One coupled pair

Let the 6s level $\varepsilon_s$ couple with strength $\tau>0$ to an O 2p combination at $\varepsilon_p$, and let $D=\varepsilon_s-\varepsilon_p$. The levels $E$ satisfy $(\varepsilon_s-E)(\varepsilon_p-E)=\tau^2$, with the roots

$$E_\pm=\frac{\varepsilon_s+\varepsilon_p}{2}\pm\sqrt{\frac{D^2}{4}+\tau^2}. \tag{4}$$

In PbO$_2$ the bonding level $E_-$ holds two electrons and $E_+$ is empty. In Pb(II) both are full. The sum of the roots is $E_++E_-=\varepsilon_s+\varepsilon_p$, so the full pair has the energy $2(\varepsilon_s+\varepsilon_p)$, which contains no $\tau$. The relativistic shift of this energy is therefore the same for any mixing in PbSO$_4$, provided that $\delta_s$ is the same in both compounds and $\varepsilon_p$ does not shift. Subtracting the shift of $2E_-$ for the oxide leaves the shift of $2E_+$. For two transferred electrons, this is the shift of $E_+$ per electron, which justifies $L$ in (3).

The 6s weight of the empty state follows from the Hellmann–Feynman theorem. In this two-level Hamiltonian $\varepsilon_s$ multiplies the projector on the 6s orbital, so

$$w=\frac{\partial E_+}{\partial\varepsilon_s}
=\frac12\left(1+\frac{D}{\sqrt{D^2+4\tau^2}}\right). \tag{5}$$

Two limits are plain. For $D\gg2\tau$ the empty state is 6s and $w\to1$, which is the ionic picture. For $D\ll-2\tau$ it is an O 2p hole and $w\to0$. In the latter case the lowering of 6s hardly reaches the voltage.

## 4. Strong hybridization: leading term and first correction

The regime of interest is $|D|\ll2\tau$. With $\sqrt{\tau^2+y}=\tau+y/(2\tau)-y^2/(8\tau^3)+\dots$ and $y=D^2/4$,

$$E_+-\varepsilon_p=\tau+\frac D2+\frac{D^2}{8\tau}-\frac{D^4}{128\tau^3}+\dots \tag{6}$$

Relativity moves $D$ from $D_1=m+\delta_s/2$ down to $D_2=m-\delta_s/2$. Here $m$ is the midpoint of the 6s path relative to O 2p. The differences needed are $D_1-D_2=\delta_s$, $D_1^2-D_2^2=2m\delta_s$, and

$$D_1^4-D_2^4=(D_1^2-D_2^2)(D_1^2+D_2^2)=2m\delta_s\left(2m^2+\tfrac12\delta_s^2\right).$$

Inserted in (6), they give

$$L=\frac{\delta_s}{2}+\frac{m\,\delta_s}{4\tau}
-\frac{m\,\delta_s\,(4m^2+\delta_s^2)}{128\,\tau^3}+\dots \tag{7}$$

The leading term is half the atomic lowering. The first correction is linear in the offset $m$: a 6s level that lies higher gives the empty band more 6s character and a larger lowering. The third term, relative to the second, has the size $(4m^2+\delta_s^2)/(32\tau^2)$.

At $m=0$ the half rule holds without expansion. The square root in (4) is even in $D$, so it cancels between $D=\delta_s/2$ and $D=-\delta_s/2$, and $\delta_s/2$ remains for any $\tau$ that is the same with and without relativity. This equality is an assumption of (7) and of all estimates built on it. Relativity contracts the 6s orbital: for the lead site of Section 5 its mean radius goes from 2.41 to 2.16 bohr, and at a Pb–O distance of 2.16 Å its overlap with O 2p falls by 5 percent and its two-centre integral with the oxygen potential by 13 percent. A smaller $\tau$ lowers $E_+$ further. Scaling the hopping of Section 7 by these two ratios would raise $L$ from 1.82 eV to about 2.05 or 2.44 eV. This effect is left out below.

### From the pair to the crystal

Take a rutile lattice of regular octahedra. Each Pb 6s orbital couples to the 2p orbitals of six O neighbours with $\sigma$ hopping $v$, and all other hoppings are neglected. A cell has two 6s and twelve 2p orbitals. At wavevector $\mathbf k$ the coupling is a $2\times12$ matrix $T(\mathbf k)$. Its singular-value decomposition rotates the 6s orbitals among themselves and the 2p orbitals among themselves, and leaves two independent pairs, each of the form (4), plus ten uncoupled 2p states at $\varepsilon_p$. Since $E_+$ is never below $\varepsilon_p$, the two highest bands are the antibonding ones. The 24 valence electrons of two PbO$_2$ units, not counting O 2s, fill the other twelve. The half rule at $m=0$ thus holds at each $\mathbf k$, and so for the band mean.

For $m\neq0$ a typical $\tau$ is needed. The sum of $\tau^2$ over both pairs is $\mathrm{Tr}\,TT^\dagger$. Averaged over $\mathbf k$, the products of different bonds drop out, because they carry different lattice phases or belong to different orbitals. Each bond then contributes $v^2$ times the squared length of a unit vector, that is $v^2$. Twelve bonds shared by two pairs give

$$\overline{\tau^2}=6v^2,\qquad \tau_{\rm rms}=\sqrt6\,v. \tag{8}$$

The expansion is not equally good throughout the zone. At $\mathbf k=0$ consider the in-phase combination of the two 6s orbitals. Each oxygen has three lead neighbours: two in directions at right angles, whose unit vectors add to length $\sqrt2$, and one in the opposite direction with length 1. The net length is $\sqrt2-1$. With the amplitude $1/\sqrt2$ on each 6s orbital and four oxygens per cell,

$$\tau_0^2=4v^2\,\frac{(\sqrt2-1)^2}{2},\qquad \tau_0=(2-\sqrt2)\,v\approx0.59\,v. \tag{9}$$

This is far below $\tau_{\rm rms}$. Equation (7) with $\tau_{\rm rms}$ therefore describes the band mean, not the state at $\mathbf k=0$.

## 5. The 6s and 6p shifts of a lead site

In atomic units the radial Dirac equations for the large and small components $P$ and $Q$ are

$$VP+c\left(-\frac{d}{dr}+\frac{\kappa}{r}\right)Q=\varepsilon P,\qquad
c\left(\frac{d}{dr}+\frac{\kappa}{r}\right)P+(V-2c^2)Q=\varepsilon Q. \tag{10}$$

Here $V$ is the potential energy of the electron, $\varepsilon$ excludes the rest energy, and $\kappa$ is $-l-1$ for $j=l+\frac12$ and $l$ for $j=l-\frac12$. The second equation gives

$$Q=\frac{1}{2cM}\left(P'+\frac{\kappa}{r}P\right),\qquad M=1+\frac{\varepsilon-V}{2c^2}. \tag{11}$$

Insert this in the first equation, multiply by $P$ and integrate by parts:

$$\int P^2(V-\varepsilon)\,dr+\frac12\int\frac{1}{M}\left(P'+\frac{\kappa}{r}P\right)^2dr=0. \tag{12}$$

For $M=1$ this is the Schrödinger energy balance. Near the nucleus $V$ is large and negative, so $M>1$ and the kinetic term is reduced. In a fixed potential, since (12) is stationary in $P$ at $M=1$, expanding $1/M$ gives the leading shift $-\frac{1}{4c^2}\int(\varepsilon-V)\left(P'+\frac{\kappa}{r}P\right)^2dr$ for normalized $P$. The region $V<\varepsilon$ lowers the level and the forbidden tail raises it; for the 6s level of lead the computed net effect is a lowering. In a self-consistent atom the inner s and p shells contract too and screen the nucleus better, which acts the other way. The net shifts have to be computed.

They were obtained from spherical atoms and ions in the local density approximation, with Slater exchange and VWN correlation. Equations (10) and their Schrödinger limit were solved self-consistently by diagonalization in a Gaussian-type radial basis, with a nucleus of finite size. Crystal potentials are absent; they are assumed to move the relativistic and nonrelativistic levels equally.

### At which occupation

Level shifts and energy differences are linked by Janak's theorem, $\partial E/\partial n_i=\varepsilon_i$. When the occupation $n_i$ changes, the explicit change of the kinetic energy, together with the change of the potential and interaction energies through the density of orbital $i$, is the expectation value of the one-electron Hamiltonian, $\varepsilon_i$. The implicit change through the orbitals is $\sum_j n_j\varepsilon_j\,\partial\langle j|j\rangle/\partial n_i$, which vanishes because the norms are fixed. An energy difference is thus the integral of a level over its occupation, and the level halfway approximates its mean. This is also how the response of the 6s pair to the loss of 6p electrons enters the 6p level.

At $w\approx\frac12$ the two bonding electrons of PbO$_2$ give a 6s population $2(1-w)\approx1$, while Pb(II) has 2. Halfway lies 1.5. A 6p population of 0.5 is assumed for covalency, so the site is $6s^{1.5}6p^{0.5}$ with charge $+2$; populations of 0 and 1 would give $\delta_s=3.93$ and 3.37 eV instead of the 3.64 eV below. The results for 6s, in eV, are:

| Configuration | Nonrelativistic | Relativistic | $\delta_s$ |
|---|---:|---:|---:|
| neutral $6s^26p^2$ | −9.72 | −12.25 | 2.53 |
| site $6s^{1.5}6p^{0.5}$ | −24.78 | −28.42 | 3.64 |
| bare ion $6s^1$ | −33.50 | −37.94 | 4.44 |

The lowering grows with the charge. One likely contribution, not isolated here, is that the more tightly bound 6s orbital has more weight near the nucleus, where $M$ differs from 1.

For the donor, halfway between the metal atom and Pb$^{2+}$ is $6s^26p^1$. There $R_p=-0.105$ eV: the averaged 6p level falls slightly. In the neutral atom it rises by 0.042 eV. Both shifts are small beside $\delta_s$. The O 2p level of the free oxygen atom moves by less than 0.01 eV, which supports a fixed $\varepsilon_p$.

## 6. Spin–orbit coupling in the metal

For a p shell the coupling is $\zeta\,\mathbf l\cdot\mathbf s$, with

$$\mathbf l\cdot\mathbf s=\tfrac12\left[j(j+1)-l(l+1)-\tfrac34\right]. \tag{13}$$

It equals $-1$ for the two states with $j=\frac12$ and $+\frac12$ for the four with $j=\frac32$. The sum over the six states vanishes, so the average used in $R_p$ contains no first-order spin–orbit energy. The splitting is $\frac32\zeta$, and the computed levels of the neutral atom give $\zeta=1.00$ eV. A free atom with both 6p electrons in $j=\frac12$ would gain $\zeta$ per electron.

In a metal, hopping separates $p_x$, $p_y$ and $p_z$ at a general $\mathbf k$. These orbitals are real while $\mathbf l$ is an imaginary Hermitian operator, so $\langle p_x|\mathbf l|p_x\rangle=0$, and likewise for the others. Away from band crossings the gain therefore starts at second order in $\zeta$.

Its size was found from a simple cubic p band with

$$E_x=2V_\sigma\cos k_x+2V_\pi(\cos k_y+\cos k_z) \tag{14}$$

and its permutations, where $V_\sigma=2$ eV, $V_\pi=-0.5$ eV and wavevectors are in units of the inverse lattice constant. Diagonalization with and without $\zeta\,\mathbf l\cdot\mathbf s$ on a $\mathbf k$ mesh with 12 points in each direction, with one third of the states filled, includes the crossings and gives $G_{\rm so}=0.118$ eV; denser meshes lower this by about 0.002 eV. In this model the band removes most of the free-atom gain. The real metal has another lattice, so the value serves as an order of magnitude.

## 7. The estimate in numbers

Take $v=2$ eV as a round hopping, so that $\tau_{\rm rms}=\sqrt6\times2=4.90$ eV, and first put $m=0$. The leading term is

$$L=\tfrac12\times3.64=1.82\ \text{eV}.$$

With the donor terms, (3) becomes

$$V_{\rm rel}=1.82-0.105-0.118\approx1.60\ \text{V}. \tag{15}$$

This is 76 percent of 2.1 V and leaves about 0.5 V without relativity. In this model most of the voltage is relativistic because even half of the 6s lowering is large on the scale of 2 V, while the donor terms take back only about 0.2 V.

The weight also behaves as expected. To first order (5) reads $w\approx\frac12+D/(4\tau)$. At $D=\pm1.82$ eV this is $0.50\pm0.09$. Diagonalizing the lattice Hamiltonian on a $\mathbf k$ mesh gives band means of 0.60 and 0.40.

### The first correction

The offset $m$ is not fixed by this model, and $m=0$ is a choice. Free neutral atoms, without crystal potentials, put O 2p at $-9.21$ eV and the midpoint of the 6s path at $-10.99$ eV, that is $m\approx-1.8$ eV; with $\delta_s=3.64$ eV this offset would give about 1.26 V in place of 1.60 V. For $m=\pm2$ eV the second term of (7) is

$$\pm\frac{2\times3.64}{4\times4.90}=\pm0.37\ \text{eV}.$$

The lattice diagonalization gives $L=2.20$ and $1.44$ eV, that is $1.82\pm0.38$ eV. The third term of (7) would reduce the correction by the fraction $(16+13.2)/(32\times24)\approx0.04$, to 0.36 eV. The lattice value lies above this because $\tau$ varies with $\mathbf k$. For $m>0$ the correction at one $\mathbf k$ is

$$f(t)=\sqrt{D_1^2/4+t}-\sqrt{D_2^2/4+t},\qquad t=\tau^2. \tag{16}$$

Its second derivative is $\frac14\left[(D_2^2/4+t)^{-3/2}-(D_1^2/4+t)^{-3/2}\right]$, which is positive because $D_1^2>D_2^2$. A convex function has a mean no smaller than its value at the mean of $t$, so the spread of $\tau$ enlarges the correction. For $m<0$ the same holds with the sign reversed.

At $\mathbf k=0$, (9) gives $\tau_0=1.17$ eV. With $m=2$ eV the larger $|D|/2$ is 1.91 eV, which exceeds $\tau_0$, and expansion (6) fails there.

### A second route through site energies

Equation (2) can also be evaluated with total energies of lead sites alone. Write $R(n_s,n_p)$ for a site and use $6s^16p^{0.5}$ for PbO$_2$, $6s^26p^{0.5}$ for PbSO$_4$ and $6s^26p^2$ for the metal:

$$eV_{\rm sites}=\tfrac12\left[R(1,0.5)-R(2,0.5)\right]+\tfrac12\left[R(2,2)-R(2,0.5)\right]. \tag{17}$$

By Janak's theorem the first bracket is about $\delta_s$, since one 6s electron is added and each added electron lowers $R$ by $\delta_s$. The second is 1.5 times the mean 6p shift between $6p^{0.5}$ and $6p^2$. With $R_p$, the value at $6p^1$, as a rough stand-in for this mean, the prediction is $1.82-0.08=1.74$ V; the computed total energies give 1.77 V. The halfway occupation is really $6p^{1.25}$, where the 6p level falls less than at $6p^1$, and this accounts for most of the difference. The corresponding band estimate, without $G_{\rm so}$, is $1.82-0.105\approx1.71$ V. The two routes describe covalency differently, one as two electrons with half 6s character and the other as one whole 6s electron. They share the atomic model and the assumed populations, so their closeness does not measure the error of those assumptions.

## 8. Range and conditions of failure

With the first correction the whole estimate reads

$$eV_{\rm rel}\simeq\frac{\delta_s}{2}\left(1+\frac{m}{2\tau_{\rm rms}}\right)+R_p-G_{\rm so}. \tag{18}$$

For more than half of 2.1 V the right side must exceed 1.05 eV. At $m=0$ this requires $\delta_s>2(1.05+0.105+0.118)\approx2.55$ eV. The neutral-atom value, 2.53 eV, sits at this threshold, closer than the uncertainty of $G_{\rm so}$, so at $m=0$ a share clearly above one half rests on lead in the oxide being a cation. With $\delta_s=3.64$ eV and $v=2$ eV, (18) allows $m$ to fall to about $-2.9$ eV before the share drops below one half. This margin scales roughly with $v$: on the lattice it is $-1.6$, $-3.0$ and $-4.4$ eV for $v=1$, 2 and 3 eV.

Unfavourable choices together do break the claim. Neutral lead with $m=-2$ eV gives

$$\frac{2.53}{2}\left(1-\frac{2}{9.80}\right)-0.223\approx0.78\ \text{V},$$

and the lattice diagonalization gives the same to two digits. The bare ion with $m=+2$ eV gives 2.45 V, more than the whole cell voltage. These two corners show the sensitivity to the site charge and the offset; they are not rigorous bounds.

The purely ionic picture overshoots much further. For $\mathrm{Pb+Pb^{4+}\to2\,Pb^{2+}}$ between free particles, two whole 6s electrons are added, and the halfway configurations are $6s^1$ and $6s^26p^1$. The estimate is $4.44-0.105\approx4.34$ V, and the total energies of the ions also give 4.34 V. Going from there to 1.60 V takes two main steps: covalency halves the 6s share, and the smaller charge of the site reduces $\delta_s$ from 4.44 to 3.64 eV.

The central result, about 1.6 V out of 2.1 V, thus applies to a lead site with a charge near $+2$ whose 6s path is centred near O 2p and mixes strongly with it, through a hopping taken as unchanged by relativity. The neglected fall of the hopping would raise the figure and a negative offset would lower it, each by several tenths of a volt. A smaller positive charge lowers $\delta_s$ and with it the estimate. A sharper figure would need the relativistic and nonrelativistic energies of the actual solids, including their structural relaxation.
